Ions with Mean Energy Below the Sputtering Threshold Can Still Sputter

Definitions and conventions

Ions strike a surface one at a time, at normal incidence. The sputtering yield Y(E) is the mean number of surface atoms removed by an ion that arrives with kinetic energy E. We take a yield with a sharp threshold T and a square-root rise:

Y(E) = A(√E − √T) for E > T,
Y(E) = 0 for E ≤ T.

The coefficient A is positive. The algebra is in atomic units, so energies are in hartree and A is in hartree^(−1/2). Because A√E has no dimension, the same formulas hold with energies in eV and A in eV^(−1/2). The numbers below use eV and angstrom (Å).

The ion energies are spread about a mean m with standard deviation s > 0, and their probability density is the Gaussian

g(E) = exp[−(E − m)²/(2s²)] / (s√(2π)).

Angle brackets denote an average over this density. The distance from the mean to the threshold, measured in standard deviations, is

z = (T − m)/s.

We also need the standard normal density and its upper tail probability:

φ(t) = exp(−t²/2)/√(2π),
Q(z) = ∫_z^∞ φ(t) dt.

A Gaussian gives some weight to negative energies, which no ion has. These contribute nothing to the yield. Discarding them and renormalizing divides the average by a number slightly below one, so it cannot turn a positive average into zero.

The claim to be examined is this: if m < T, the ions do not sputter.

A counter-example

Take T = 40 eV, m = 30 eV, s = 5 eV and A = 0.02 eV^(−1/2). The mean lies 10 eV below the threshold, so z = 10/5 = 2. An ion with precisely the mean energy removes nothing: Y(30 eV) = 0.

The fraction of ions above the threshold is Q(2) = 0.02275, or about one ion in 44. To find how far above it they lie, set t = (E − m)/s. Then E − T = s(t − z) and g(E) dE = φ(t) dt. The excess energy, averaged over all ions and counted as zero below threshold, is

∫_T^∞ (E − T) g(E) dE = s ∫_z^∞ (t − z) φ(t) dt.

Since dφ/dt = −tφ, the integral of tφ from z to infinity is φ(z). The remaining term is −zQ(z). Hence

∫_T^∞ (E − T) g(E) dE = s[φ(z) − zQ(z)].

Dividing by Q(z) gives the mean excess of those ions that do exceed the threshold. With φ(2) = e^(−2)/√(2π) = 0.05399,

5 eV × (0.05399/0.02275 − 2) = 1.87 eV.

For an excess x that is small compared with T, the yield is nearly linear: A(√(T + x) − √T) ≈ Ax/(2√T). The slope is

A/(2√T) = 0.02/(2 × 6.325) = 1.581 × 10⁻³ per eV.

The average yield is therefore approximately

⟨Y⟩ ≈ 0.02275 × 1.866 × 1.581 × 10⁻³ = 6.71 × 10⁻⁵ atoms per ion.

Numerical integration of the full square-root law gives 6.58 × 10⁻⁵. The linear estimate is 2% too high relative to this value, because the square root bends below its tangent. Either way the average is not zero, and the claim is false.

To turn the yield into a depth, let F be the number of ions per unit area and n the number of atoms per unit volume. The ions remove F⟨Y⟩ atoms per unit area, and a layer of thickness d contains nd atoms per unit area. Equating the two gives

d = F⟨Y⟩/n.

Let the flux be 0.2 ions/Å² per second for 10 s, so that F = 2 ions/Å², and let n = 0.05 atoms/Å³. Then

d = 2 × 6.58 × 10⁻⁵/0.05 = 2.6 × 10⁻³ Å = 2.6 × 10⁻⁴ nm

in one exposure. A hundred such exposures remove 0.26 Å. Taking n^(−1/3) = 2.71 Å as a typical atomic spacing, about 1000 exposures remove one spacing. The loss is small, but it accumulates.

The faulty step is the replacement of ⟨Y(E)⟩ by Y(⟨E⟩). Ions below the threshold remove nothing, but they cannot remove a negative number of atoms to cancel what the faster ions do.

The correct general statement

For any distribution of ion energies, and for the threshold yield defined above,

⟨Y⟩ > 0 if and only if the probability of E > T is positive.

The proof has two parts. If the probability of E > T is zero, then Y = 0 with probability one, and its average is zero.

Suppose instead that this probability is positive. The event E > T is the union of the events E > T + 1/k for k = 1, 2, 3 and so on, with 1/k in the chosen energy unit. If all of these had probability zero, their union would have probability zero as well. So there is some ε > 0 for which E > T + ε has positive probability. The yield increases with energy above T, and it is nowhere negative. Therefore

⟨Y⟩ ≥ Y(T + ε) × Prob(E > T + ε) > 0.

This completes the proof. The mean energy does not appear in the condition. For a Gaussian with s > 0, the tail probability Q(z) is positive for every finite z, so the average yield is strictly positive however far the mean lies below the threshold.

How large the average is

Positivity alone does not say whether the loss matters. Upper and lower bounds follow from elementary algebra. For x > 0, define

r = √(T + x) − √T.

Then √(T + x) = √T + r. Squaring and subtracting T gives x = 2r√T + r². Division by 2√T and rearrangement yield

r = x/(2√T) − r²/(2√T).

The last term is subtracted and positive, so r < x/(2√T). Squaring this inequality gives r² < x²/(4T). Using that in the last term gives a lower bound on r, and together

x/(2√T) − x²/(8T^(3/2)) < r < x/(2√T).

Now put x = s(t − z) and average over t > z. Two integrals are needed:

I₁ = ∫_z^∞ (t − z) φ(t) dt = φ(z) − zQ(z),
I₂ = ∫_z^∞ (t − z)² φ(t) dt.

The first was found above. For the second, integration by parts with tφ = −dφ/dt gives

∫_z^∞ t²φ dt = zφ(z) + Q(z).

Expanding (t − z)² = t² − 2zt + z² then gives

I₂ = zφ(z) + Q(z) − 2zφ(z) + z²Q(z) = (1 + z²)Q(z) − zφ(z).

The average yield therefore satisfies

(As/(2√T)) [I₁ − (s/(4T)) I₂] < ⟨Y⟩ < (As/(2√T)) I₁.

The factor s/(4T) is the ratio of the quadratic coefficient s²/(8T^(3/2)) to the linear one s/(2√T). For the example, the bounds are 6.570 × 10⁻⁵ and 6.712 × 10⁻⁵, and the integral, 6.578 × 10⁻⁵, lies between them.

The case m = T is instructive. Then z = 0 and I₁ = 1/√(2π), so for s much smaller than T the average yield is nearly proportional to s. With the mean at the threshold, even a narrow spread has an effect of first order.

The opposite case is a margin of many standard deviations. Put t = z + u in I₁:

I₁ = φ(z) ∫₀^∞ u exp(−zu) exp(−u²/2) du.

For u > 0, the last exponential lies between 1 − u²/2 and 1. For z > 0, the integrals of u exp(−zu) and u³ exp(−zu) are 1/z² and 6/z⁴. Hence

(φ(z)/z²)(1 − 3/z²) < I₁ < φ(z)/z².

The same substitution gives I₂ < 2φ(z)/z³, so the correction from the curvature of the square root is of relative size s/(2Tz). When z is large and this ratio is small,

⟨Y⟩ ≈ As φ(z)/(2√T z²).

The Gaussian factor in φ(z) dominates. At z = 2 this last form is still too crude: it replaces I₁ = 0.00849 by φ(2)/4 = 0.0135. The bounds with the full I₁ should be used there.

What the spread does

Keep T, m, A, F and n fixed and change s alone. Numerical integration gives these depths per exposure:

s = 1 eV, z = 10: 4.7 × 10⁻²⁶ Å
s = 2 eV, z = 5: 6.7 × 10⁻⁹ Å
s = 5 eV, z = 2: 2.6 × 10⁻³ Å
s = 10 eV, z = 1: 5.0 × 10⁻² Å

All four beams have the same mean energy. In the last case the Gaussian has a weight of 0.00135 at negative energies, so renormalization would raise the depth by about 0.14%.

The first line shows the limit of the word "positive". A wafer 300 mm in diameter receives about 1.4 × 10¹⁹ ions per exposure, yet the expected number above the threshold is only 1.1 × 10⁻⁴. One would wait about 9000 exposures, on average, for a single such ion. The average yield is positive as a mathematical expectation, but in this model, with the target atoms at rest, practically nothing is sputtered. For so narrow a beam the thermal motion of the target, discussed at the end, can matter, by an amount that depends strongly on how it is modelled. If the threshold is set by the relative speed of ion and atom, classical motion at 300 K raises the depth to about 2 × 10⁻⁹ Å per exposure, and zero-point motion raises it to the order of 10⁻⁸ Å in a Debye estimate for silicon. If it is set by the laboratory energy of the struck atom, the depth rises only to about 10⁻²⁴ Å. All of these are negligible.

The same model can be used to choose a mean energy. Suppose that the loss may not exceed 10⁻⁴ Å per exposure, with s = 5 eV and the other settings unchanged. Solving d = 10⁻⁴ Å numerically for m gives 24.8 eV. The required margin is 15.2 eV, or about three standard deviations. Lowering the mean by 5.2 eV has reduced the loss 26-fold. This figure holds for a Gaussian tail, for the stated threshold and yield law, and for target atoms at rest. Thermal motion at 300 K, discussed at the end, would nearly double the loss at this mean energy in the relative-speed model, but would raise it by only about 2% in the recoil-energy model.

A spread does not increase sputtering in every regime. Let the mean lie many standard deviations above T, so that almost no ions fall below it, and write E = m + δ with δ small compared with m. Then

√(m + δ) = √m + δ/(2√m) − δ²/(8m^(3/2)) + …

The average of δ is zero and that of δ² is s². To leading order, therefore,

⟨Y⟩ − Y(m) ≈ −As²/(8m^(3/2)).

For m = 80 eV and s = 5 eV this is −8.73 × 10⁻⁵, while numerical integration gives −8.77 × 10⁻⁵. The yield at the mean is 0.02 × (8.944 − 6.325) = 0.052, so the spread lowers it by about 0.2%. Near the threshold the kink in the yield makes the spread raise the average; far above it, the downward curvature of the square root makes the spread lower it.

When the average really is zero

Suppose that the ion energy is modulated sinusoidally,

E = m + √2 s sin θ,

with all phases θ equally likely. Since the average of sin²θ is 1/2, the standard deviation is s, as for the Gaussian. But no ion has more energy than m + √2 s. For m = 30 eV and s = 5 eV the top edge is 37.1 eV, below the threshold of 40 eV, and the average yield is zero. The Gaussian with the same mean and the same variance gave 6.6 × 10⁻⁵.

If s is raised to 10 eV, the top edge moves to 44.1 eV and the average yield becomes 1.06 × 10⁻³, close to the Gaussian value of 1.25 × 10⁻³. Mean and variance together therefore do not settle whether sputtering occurs. The part of the distribution above T does.

The example beside a real process

The parameters are round values in the rough regime of argon-ion atomic layer etching of silicon, where ions of some tens of eV remove a chemically modified surface layer. That step is meant to remove roughly a few angstrom per cycle, so the calculated loss of 0.0026 Å is of the order of a thousandth of it. Here F counts only ions that arrive after the modified layer has gone, and the yield refers to bare silicon. Real ion energy distributions need not be Gaussian: in a radio-frequency sheath with few collisions they are closer to a bounded shape, and the sinusoidal case shows that this can take the number all the way to zero if the target atoms are at rest. With classical thermal motion at 300 K in the relative-speed model described below, that case gives about 5 × 10⁻⁶ atoms per ion instead of zero, and zero-point motion would raise this to about 9 × 10⁻⁶; in the recoil-energy model it stays below 10⁻³⁰. The example is thus a demonstration of a mechanism, not a prediction for a reactor.

Other assumptions can be sized with the same settings, changing one at a time.

The threshold is uncertain, and the result is sensitive to it. With A fixed, T = 35 eV gives ⟨Y⟩ = 6.8 × 10⁻⁴, about ten times the original value, while T = 45 eV gives 2.8 × 10⁻⁶, about 23 times less.

The yield may also rise more gently from the threshold. If it is proportional to (1 − √(T/E))^2.5 and is matched to the square-root law at 100 eV, the average falls to 3.8 × 10⁻⁶, about 17 times less. The average remains positive, since the proof used only a yield that is zero up to T and increases above it.

Doubly charged ions act in the other direction. Falling through the same potential, they gain twice the energy, so their mean is 60 eV and their standard deviation 10 eV. Suppose that they make up 1% of the ions and that the yield depends on kinetic energy alone. They then contribute 2.8 × 10⁻⁴, and the total becomes 3.5 × 10⁻⁴, about five times the original average. The 1% is an assumed value, but it shows that a small minority can dominate the loss. A mean energy quoted for the singly charged ions says nothing about this minority.

Thermal motion of the target atoms changes the relative speed at impact. Suppose first that the threshold depends on this relative speed alone (the relative-speed model). For an ion of mass M and speed v and a target atom of mass M′ and velocity u along the beam, the equivalent ion energy is then M(v − u)²/2 ≈ E − Mvu. The classical thermal spread of u is √(kΘ/M′), where k is the Boltzmann constant and Θ the temperature, so the energy spread is √(2MEkΘ/M′). For argon on silicon at 300 K and E = 30 eV this is 1.5 eV. Added in quadrature to 5 eV, it raises the average yield to 8.5 × 10⁻⁵, an increase of 30%. This is too low, because the ions that sputter lie near 40 eV, where the thermal spread is 1.7 eV. Averaging over the ion energy and the target velocity together gives 9.3 × 10⁻⁵, an increase of 41%. Both estimates treat the impact as a classical collision with one free atom and leave out zero-point motion, which widens the spread further. In a Debye model of silicon with an assumed Debye temperature of 645 K, its effect on the atomic velocities is the same as raising Θ from 300 K to 366 K, and the average yield becomes 9.9 × 10⁻⁵. These figures depend on the supposition made at the start. The lattice that binds the struck atom is at rest in the laboratory, so one may instead let the threshold depend on that atom's laboratory energy after a head-on elastic collision (the recoil-energy model). Its final velocity is [2Mv − (M − M′)u]/(M + M′), so the equivalent ion speed is v − (M − M′)u/(2M). For argon on silicon the factor (M − M′)/(2M) is 0.15, the spread at 30 eV is 0.22 eV, and the average yield at 300 K rises by less than 1%. A single binary collision does not decide which picture is closer to real sputtering, so the size of the thermal effect is uncertain.

Collisions in the sheath can be sized roughly as well. The Child law gives the sheath width w, in SI units, as

w² = (4ε₀/9) √(2e/M) V^(3/2)/J,

where ε₀ is the vacuum permittivity, e the elementary charge, V the sheath voltage and J the ion current density. With V = 30 V and the stated flux, w = 0.67 mm. For argon gas at 0.01 Torr and 300 K and an assumed charge-exchange cross section of 50 Å², the probability that an ion exchanges charge on the way is 10%. The new ion starts slowly inside the sheath and gains less than the full energy, while the original ion continues as a fast neutral atom with the energy it had gained so far. If neither of the two removes any atoms, and the other ions keep their energy distribution, the average yield per ion entering the sheath falls by 10%. Any sputtering by the new ions or by the fast neutral atoms would make the fall smaller. The Child law, however, neglects the electrons in the sheath and the speed with which the ions enter it, which is a rough approximation at 30 V. With Boltzmann electrons at 2 to 4 eV and ions entering at the Bohm speed, the distance from the point where the potential has dropped by half the electron temperature to the surface is 1.1 to 1.3 mm, and the exchange probability over it is 16 to 19%. The 10% is therefore an order of magnitude, not a bound.
